# Work function of jellium from a one-parameter exponential surface profile

**Problem.** A metal surface is modelled by jellium: a fixed positive background of density $n_0=3/(4\pi r_s^3)$ fills $x<0$, and $x>0$ is empty. The electron density is restricted to Smith's profile

$$n(x)=n_0\left(1-\tfrac12e^{\beta x}\right)\ (x<0),\qquad n(x)=\tfrac12n_0e^{-\beta x}\ (x>0).$$

In Hartree atomic units, the energy is the classical electrostatic energy plus

$$\int\Big[f(n)+\frac{\lambda}{8}\frac{n'^2}{n}\Big]dx,\qquad f(n)=C_kn^{5/3}-C_xn^{4/3}-\frac{0.44\,n}{r_s(n)+7.8},$$

per unit area, where $C_k=\tfrac{3}{10}(3\pi^2)^{2/3}$, $C_x=\tfrac34(3/\pi)^{1/3}$ and $\lambda=\tfrac19$. The terms of $f$ are the Thomas-Fermi kinetic, Dirac exchange and Wigner correlation energies. Find the decay length $1/\beta$, the dipole barrier $D$ and the work function $\Phi$ at the rounded valence densities of sodium ($r_s=3.93$) and aluminium ($r_s=2.07$).

## A tempting solution

Minimising the surface energy over $\beta$ gives barriers of 0.829 eV for sodium and 6.004 eV for aluminium. This part is sound and is worked out below. The argument then continues: an electron in the bulk has the energy $\varepsilon=f(n_0)/n_0$, so lifting it over the barrier costs $D-\varepsilon$.

With $k_F=(3\pi^2n_0)^{1/3}$,

$$\varepsilon=\frac{3k_F^2}{10}-\frac{3k_F}{4\pi}-\frac{0.44}{r_s+7.8},$$

which is −2.246 eV for sodium and −0.219 eV for aluminium. The proposed work functions are

$$0.829+2.246=3.075\ \text{eV},\qquad 6.004+0.219=6.223\ \text{eV}.$$

## Where it fails

The number $\varepsilon$ is an average. Taking one electron out of a fixed volume $V$ also dilutes the others and changes their energy. The interior energy is $Vf(N/V)$, so the relevant quantity is

$$\bar\mu=\frac{d}{dN}\,Vf(N/V)=f'(n_0)=\varepsilon+n_0\frac{d\varepsilon}{dn_0}.$$

The forgotten term is the pressure $n_0^2\,d\varepsilon/dn_0$ divided by the density. It is 0.126 eV for sodium, whose density lies near the energy minimum of jellium, and 2.586 eV for aluminium. The sodium answer therefore looks reasonable although the argument is wrong.

## The right solution

**Electrostatics.** Let $\phi$ be the electrostatic potential energy of an electron, with $\phi(-\infty)=0$, and let $n_+$ be the background density. Poisson's equation is $\phi''=4\pi(n_+-n)$. The net density $n_+-n$ is $+\tfrac12n_0e^{\beta x}$ inside and $-\tfrac12n_0e^{-\beta x}$ outside, so the surface is neutral. Integrating from the interior gives, on both sides,

$$\phi'(x)=\frac{2\pi n_0}{\beta}e^{-\beta|x|}.$$

A second integration gives the barrier. The two sides contribute equally:

$$D=\int_{-\infty}^{\infty}\phi'\,dx=2\cdot\frac{2\pi n_0}{\beta^2}=\frac{4\pi n_0}{\beta^2}.$$

The field energy is

$$\frac1{8\pi}\int\phi'^2dx=\frac1{8\pi}\cdot\frac{4\pi^2n_0^2}{\beta^2}\cdot\frac1\beta=\frac{C}{\beta^3},\qquad C=\frac{\pi n_0^2}{2}.$$

**Gradient term.** Outside, $n'=-\beta n$, so $\int n'^2/n\,dx=\beta^2\int n\,dx=n_0\beta/2$. Inside, put $u=e^{\beta x}$, so that $dx=du/(\beta u)$:

$$\int_{-\infty}^0\frac{n'^2}{n}dx=\frac{n_0\beta}{4}\int_0^1\frac{u\,du}{1-u/2}=\frac{n_0\beta}{4}\int_0^1\Big[-2+\frac{2}{1-u/2}\Big]du=n_0\beta\left(\ln2-\tfrac12\right).$$

The two halves add to $n_0\beta\ln2$. The gradient energy is therefore $B\beta$, with $B=\lambda n_0\ln2/8$.

**Local terms.** The surface energy is the excess over a uniform half-space with the same number of electrons. Put $t=\tfrac12e^{-\beta|x|}$. The density is $n_0(1-t)$ inside and $n_0t$ outside, and on each side the length element is $dt/(\beta t)$ with $0<t<\tfrac12$. The local excess is thus $A/\beta$, with

$$A=\int_0^{1/2}\frac{f(n_0(1-t))+f(n_0t)-f(n_0)}{t}\,dt.$$

A term $n^p$ in $f$ contributes $n_0^pJ_p$. Expanding $(1-t)^p$ by the binomial series, which converges for $t\le\tfrac12$, and integrating each power gives

$$J_p=\frac{2^{-p}}{p}+\sum_{k\ge1}\binom pk\frac{(-1/2)^k}{k},\qquad J_{5/3}=-0.57193,\quad J_{4/3}=-0.33878.$$

Both are negative because $(1-t)^p+t^p<1$ for $p>1$. Spreading the electrons hence lowers the kinetic energy and raises the exchange energy. The Wigner part is found by numerical quadrature. In units of $10^{-5}$ hartree/bohr³, the kinetic, exchange and correlation parts add to

- sodium: $A=-16.09+15.53+2.21=1.65$;
- aluminium: $A=-396.96+201.82+12.17=-182.96$ (the last digit reflects rounding).

**Minimum.** The surface energy and its stationarity condition, multiplied by $\beta^4$, are

$$\sigma=\frac A\beta+B\beta+\frac C{\beta^3},\qquad B\beta^4-A\beta^2-3C=0.$$

The roots for $\beta^2$ have the negative product $-3C/B$, so just one is positive:

$$\beta^2=\frac{A+\sqrt{A^2+12BC}}{2B}.$$

Since $\sigma\to+\infty$ for both $\beta\to0$ and $\beta\to\infty$, this is the minimum, whatever the sign of $A$.

For sodium, $B=3.7864\times10^{-5}$ hartree/bohr and $C=2.4299\times10^{-5}$ hartree/bohr⁵. With $A=1.6469\times10^{-5}$ hartree/bohr³,

$$\beta^2=\frac{(1.647+10.636)\times10^{-5}}{7.573\times10^{-5}}=1.622,\qquad\beta=1.274\ \text{bohr}^{-1}.$$

For aluminium, $B=2.5912\times10^{-4}$ and $C=1.1379\times10^{-3}$ in the same units, so

$$\beta^2=\frac{(-1.8296+2.6241)\times10^{-3}}{5.1824\times10^{-4}}=1.533,\qquad\beta=1.238\ \text{bohr}^{-1}.$$

The decay lengths are 0.042 nm and 0.043 nm. They are close because of the local term. With $A=0$, $\beta=(3C/B)^{1/4}$ would be 1.18 and 1.91 bohr⁻¹. The positive $A$ of sodium raises the first value, and the negative $A$ of aluminium lowers the second.

**Work function.** For the unrestricted minimiser, varying the energy at fixed electron number gives the Euler equation

$$f'(n)+v_W+\phi=\mu,\qquad v_W=\frac\lambda8\Big(\frac{n'^2}{n^2}-\frac{2n''}{n}\Big),$$

with $\mu$ the same everywhere. Deep inside, $v_W=\phi=0$, hence $\mu=f'(n_0)=\bar\mu$. An electron at rest in the vacuum has energy $D$. In a large sample the charge left behind costs a vanishing energy, so $\Phi=D-\bar\mu$. For the restricted profile this expression is an estimate. Differentiating $f$ gives

$$\bar\mu=\frac{k_F^2}{2}-\frac{k_F}{\pi}-\frac{0.44}{r_s+7.8}-\frac{0.44\,r_s}{3(r_s+7.8)^2},$$

where the last term follows from $n\,d/dn=-(r_s/3)\,d/dr_s$. In eV, grouping the two correlation terms:

- sodium: $\bar\mu=3.245-4.230-1.135=-2.120$, so $\Phi=0.829+2.120=2.949$;
- aluminium: $\bar\mu=11.695-8.030-1.298=2.367$, so $\Phi=6.004-2.367=3.637$.

## How good is the profile?

The Euler equation supplies a test. Multiply it by $n'$ and integrate over all $x$. Because $v_Wn'=-(\lambda/8)(n'^2/n)'$, the gradient term vanishes. Integration by parts, with $n=n_+-\phi''/4\pi$, gives

$$\int\phi n'dx=-\int\phi'n\,dx=-n_0\phi(0)+\frac1{8\pi}\big[\phi'^2\big]_{-\infty}^{\infty}=-n_0\phi(0).$$

What remains is $-f(n_0)-n_0\phi(0)=-\bar\mu n_0$, or

$$\phi(0)=\bar\mu-\varepsilon=n_0\frac{d\varepsilon}{dn_0}.$$

The potential rise up to the background edge equals the term forgotten in the tempting solution. The exponential profile gives $D/2$ instead: 0.415 eV against 0.126 eV for sodium, and 3.002 eV against 2.586 eV for aluminium. The left side of the Euler equation is therefore not constant along the trial profile, and the estimate of $\Phi$ depends on where the electron is removed. Removing charge by a rigid shift of the profile weights that left side by $-n'/n_0$. The same integrals give the average $\varepsilon+\phi(0)$, so $\Phi=D/2-\varepsilon$, which is 2.66 eV and 3.22 eV instead of 2.95 eV and 3.64 eV.

Solving the Euler and Poisson equations without the restriction, by finite differences and Newton iteration, shows what this costs:

| Density | $\sigma$, trial / free (J/m²) | $\Phi$, trial / free (eV) |
|---|---|---|
| Na | 0.114 / 0.105 | 2.95 / 2.62 |
| Al | −0.868 / −0.901 | 3.64 / 3.07 |

The free values are those of the fine-grid limit; a grid step of 0.04 bohr shifts $\sigma$ by less than 0.001 J/m² and $\Phi$ by at most 0.001 eV.

Near the minimiser, $\sigma$ changes in second order in the density error, but $D$ is linear in the density and changes in first order. Raising $\beta$ by 5% from its optimum shows the same contrast: for aluminium $\sigma$ moves by 0.007 J/m² and $\Phi$ by −0.56 eV.

At very high density the kinetic part dominates $A$, and $A^2/(12BC)$ grows as $n_0^{1/3}$. Expanding the root gives $\beta^2\to3C/|A|$. Since $C_kn_0^{2/3}=\tfrac35E_F$, with $E_F=k_F^2/2$,

$$D\to\frac{8|A|}{3n_0}=\frac85|J_{5/3}|E_F=0.915\,E_F.$$

Pure Thomas-Fermi theory requires $D=E_F$, because $k_F(n)^2/2+\phi$ is constant, equal to $E_F$ deep inside and to $D$ far outside, where $n\to0$. The trial barrier is 8.5% too low there, and the estimated $\Phi$ becomes negative. This happens only below $r_s\approx0.57$, far beyond ordinary metallic densities.

## Beyond jellium

The negative $\sigma$ of aluminium means that cutting this jellium would lower its energy. Its electron gas is under a large positive pressure, $n_0^2\,d\varepsilon/dn_0\approx75$ GPa against about 0.5 GPa for sodium, held by a rigid background. In a metal at zero pressure the ions balance it.

To estimate their effect, take a spherical cell of radius $r_0=z^{1/3}r_s$ around an ion of valence $z$. Its potential is $-z/r$ outside a core radius $r_c$ and zero inside. Averaged over the cell, this is $-3z/(2r_0)+3zr_c^2/(2r_0^3)$. The electrons' mutual repulsion adds $3z/(5r_0)$ per electron, so the lattice energy per electron is

$$w=-\frac{9z}{10r_0}+\frac{3zr_c^2}{2r_0^3},\qquad n\frac{dw}{dn}=-\frac{3z}{10r_0}+\frac{3zr_c^2}{2r_0^3},$$

because $1/r_0\propto n^{1/3}$. The uniform background ball has the mean potential $-6z/(5r_0)$. Subtracting it from the ionic mean gives a difference $\delta v$ equal to $n\,dw/dn$. Zero pressure requires $n\,d(\varepsilon+w)/dn=0$, hence $\delta v=-n_0\,d\varepsilon/dn_0$.

Applied as a constant for $x<0$, this potential adds $\delta v\int_{x<0}(n-n_0)dx=-\delta v\,n_0/(2\beta)$ to $\sigma$, so $A$ becomes $A-\delta v\,n_0/2$. The interior level becomes $\bar\mu+\delta v=\varepsilon$. The formula $D-\varepsilon$ is thus right for this zero-pressure model, provided that $D$ is recomputed. For aluminium $D$ falls to 3.385 eV, giving $\Phi=3.385+0.219=3.604$ eV, and $\sigma$ rises to +0.54 J/m². For sodium $\Phi=3.01$ eV and $\sigma=0.12$ J/m².

Tabulated measured work functions are roughly 2.4 to 2.8 eV for sodium and 4.1 to 4.4 eV for aluminium, depending on the source and the surface, so the model gives the right scale but not a prediction. With the exponential profile, the ion correction moves $\Phi$ by less than 0.1 eV in both cases. This is partly an accident of the profile: for the unrestricted minimiser, the correction raises the aluminium value by about 0.2 eV. The averaged ion potential also ignores the differences between crystal faces. The gradient term is a larger uncertainty. The value $\lambda=\tfrac19$ belongs to slowly varying densities, whereas here $\beta/k_F$ is 2.6 for sodium and 1.3 for aluminium. Setting $\lambda=1$ in the jellium model gives $\Phi=4.9$ eV and 8.1 eV with the exponential profile, and about 3.6 eV and 5.6 eV without the restriction. Thermal smearing of the electron energies matters little by comparison: at 300 K, $k_BT/E_F$ is 0.008 and 0.002.
